# Which Vacancy–Interstitial Equilibrium Products Are Independent of Doping?

A diffusion model that gives silicon one equilibrium value for the product of total vacancy and total interstitial concentrations will find a disturbance where there is none. In the example below, a layer with $10^{20}\ \mathrm{cm^{-3}}$ donors sits at 1000 °C in complete equilibrium, yet such a model reports its point defects as supersaturated by a factor of about 8. It then lets them annihilate, and every dopant that diffuses by means of those defects is given the wrong environment.

## The belief and its appeal

Let $C_V$ and $C_I$ be the total concentrations of isolated vacancies and self-interstitials, each summed over charge states. The belief is that in equilibrium

$$C_I C_V = \text{a function of temperature alone}.$$

There are two good reasons to expect this. The first is that an interstitial can fall into a vacancy and leave perfect lattice, $I+V\leftrightarrow 0$, and a reaction of two dilute species obeys a law of mass action. The second is the analogy with electrons and holes. For non-degenerate carriers,

$$n=N_c e^{-(E_c-E_F)/kT},\qquad p=N_v e^{-(E_F-E_v)/kT}.$$

On multiplication the Fermi level $E_F$ cancels, and $np=N_cN_v e^{-(E_c-E_v)/kT}=n_i^2$ whatever the doping.

The cancellation in $np$ has a specific cause: an electron carries charge $-1$, a hole carries $+1$, and their annihilation leaves no charge behind. "Interstitial" and "vacancy", by contrast, are each a family of charge states. When $I^0$ meets $V^-$, an electron is left over, and the balance of that reaction must depend on the price of an electron, which is $E_F$. The total product mixes such reactions with neutral ones.

## Equilibrium of the neutral defects

Place $N$ defects on $M$ equivalent sites, each at a free-energy cost $G$. There are $W=M!/[N!(M-N)!]$ arrangements. Minimising $NG-kT\ln W$ with Stirling's formula gives

$$G=kT\ln\frac{M-N}{N}\quad\Rightarrow\quad \frac NM=\frac{1}{e^{G/kT}+1}\approx e^{-G/kT},$$

where the last form needs $N\ll M$. In this dilute regime the free energy per volume of defect species $j$, with site density $N_s$, is

$$f_j=C_j\left[G_j+kT\ln\frac{C_j}{N_s}-kT\right].$$

Its derivative is the cost of adding one more defect. The derivative of the logarithm contributes $+kT$, which cancels the $-kT$:

$$\mu_j=\frac{\partial f_j}{\partial C_j}=G_j+kT\ln\frac{C_j}{N_s}.$$

Vibrational entropy and degeneracy are contained in $G_j$. I assume that the neutral free energies $G_{I^0}$ and $G_{V^0}$ do not change with doping. Temperature and pressure are held fixed throughout.

Now create one neutral interstitial and one neutral vacancy from perfect lattice. No charge is exchanged, so $E_F$ does not enter. In equilibrium this step costs nothing, $\mu_{I^0}+\mu_{V^0}=0$, or

$$G_{I^0}+G_{V^0}+kT\ln\frac{C_{I^0}C_{V^0}}{N_s^2}=0,$$

and therefore

$$C_{I^0}C_{V^0}=N_s^2\,e^{-(G_{I^0}+G_{V^0})/kT}\equiv K_0(T).$$

This is the product that doping leaves alone. If the crystal also exchanges atoms with a surface in equilibrium, a vacancy can form without an interstitial. Then $\mu_{V^0}=0$ and $\mu_{I^0}=0$ hold separately, and each neutral concentration is independent of doping by itself. The product law is the more robust one, because it needs only pair creation and annihilation.

## Where the Fermi level enters

Let $q$ be the charge of a defect $X$ in units of $e$. Turning $X^0$ into $X^q$ releases $q$ electrons to the bands; for negative $q$ it takes up $|q|$ of them. Write $G_{X^q}=G_{X^0}+e_q$, with $e_0=0$ and with $e_q$ and $E_F$ measured from the valence-band edge. Charge equilibrium requires $\mu_{X^q}+qE_F=\mu_{X^0}$:

$$G_{X^0}+e_q+kT\ln\frac{C_{X^q}}{N_s}+qE_F=G_{X^0}+kT\ln\frac{C_{X^0}}{N_s}.$$

The common $G_{X^0}$ and $N_s$ drop out, leaving

$$\frac{C_{X^q}}{C_{X^0}}=w_q=e^{-(e_q+qE_F)/kT}.$$

The energies $e_q$ follow from the transition levels. The level $\varepsilon(q/q-1)$ is the Fermi level at which the two charge states are equally abundant, so $e_q+q\varepsilon=e_{q-1}+(q-1)\varepsilon$ and $\varepsilon(q/q-1)=e_{q-1}-e_q$. Hence

$$e_+=-\varepsilon(+/0),\quad e_-=\varepsilon(0/-),\quad e_{2-}=\varepsilon(0/-)+\varepsilon(-/2-).$$

Summing over charge gives $C_X=C_{X^0}S_X$ with $S_X=\sum_q w_q$, and the total product is

$$P\equiv C_IC_V=K_0\,S_I(E_F)\,S_V(E_F).$$

The law of mass action has not failed. Its "constant" for the totals is a function of the Fermi level.

The neutral pair is not the only one with a constant product. For any single pair of charge states,

$$C_{I^q}C_{V^r}=K_0\,e^{-(e_q^I+e_r^V)/kT}\,e^{-(q+r)E_F/kT},$$

which is independent of $E_F$ exactly when $q+r=0$. The pair $I^+V^-$ qualifies, for the same reason as the electron and the hole. The pair $I^0V^-$ does not.

## Could the total product be constant after all?

Donors raise the population of negative vacancies and lower that of positive interstitials, so one might hope that the two effects cancel. To see when they do, let $y=E_F/kT$ at fixed $T$. Each weight obeys $dw_q/dy=-q\,w_q$, so

$$\frac{d\ln S_X}{dy}=-\frac{\sum_q q\,w_q}{S_X}=-\langle q_X\rangle .$$

Differentiating the mean charge by the quotient rule gives

$$\frac{d\langle q_X\rangle}{dy}=-\frac{\sum_q q^2w_q}{S_X}+\frac{\left(\sum_q q\,w_q\right)^2}{S_X^2}=-\operatorname{var}q_X .$$

Since $K_0$ does not depend on $y$,

$$\frac{d\ln P}{dy}=-\left(\langle q_I\rangle+\langle q_V\rangle\right),\qquad
\frac{d^2\ln P}{dy^2}=\operatorname{var}q_I+\operatorname{var}q_V\ge 0 .$$

If $P$ is constant over a range of Fermi levels, both derivatives vanish there. The second then requires both variances to be zero. All weights are positive, so each defect can have just one charge state, and the first derivative requires those two charges to be opposite. This is the one case in which the belief is true.

If each defect has a single charge state but the two charges do not cancel, $\ln P$ is linear in $E_F$ with a nonzero slope. If at least one defect has several charge states, $\ln P$ is strictly convex. It then has at most one minimum, located where the mean charges cancel. Two different dopings can still share a value of $P$, one on each side of the minimum, so agreement between two samples does not establish a constant.

## Silicon at 1000 °C

The parameters are round numbers of roughly silicon size. At $T=1273$ K, $kT=0.1097$ eV. A gap of 0.78 eV and band masses of 1.2 (electrons) and 1.1 (holes) electron masses give $n_i=7.72\times10^{18}\ \mathrm{cm^{-3}}$ and an intrinsic Fermi level $E_i=0.383$ eV. The vacancy levels $(+/0)$, $(0/-)$, $(-/2-)$ are at 0.10, 0.45 and 0.65 eV; the interstitial levels $(+/0)$, $(0/-)$ are at 0.40 and 0.70 eV. The neutral free energies are 2.8 eV for $V$ and 2.9 eV for $I$, with $N_s=5\times10^{22}\ \mathrm{cm^{-3}}$. The surface is in equilibrium, so

$$C_{V^0}=4.12\times10^{11},\qquad C_{I^0}=1.66\times10^{11}\ \mathrm{cm^{-3}},$$

and $K_0=6.83\times10^{22}\ \mathrm{cm^{-6}}$ at every doping.

Take fully ionised donors at $D=10^{20}\ \mathrm{cm^{-3}}$. Neutrality, $n-p=D$, combined with $np=n_i^2$ gives

$$n=\frac D2+\sqrt{\frac{D^2}{4}+n_i^2}=1.006\times10^{20}\ \mathrm{cm^{-3}}.$$

The defects' own charge is about $10^{-7}$ of the donor charge and can be dropped. Then $n/n_i=13.0$, and $E_F-E_i=kT\ln 13.0=0.282$ eV, so $E_F=0.664$ eV. The charge sums, in order of decreasing charge, are

$$S_V=0.006+1+7.06+8.05=16.1,$$
$$S_I=0.090+1+0.72=1.81.$$

For example, the $V^-$ term is $\exp[(0.664-0.45)/0.1097]$. In intrinsic material the sums are 1.67 and 2.23. The total product has therefore grown by

$$\frac{P}{P_i}=\frac{16.12\times1.813}{1.666\times2.225}=7.9,$$

where $P_i$ is the intrinsic value. The same calculation for $10^{20}\ \mathrm{cm^{-3}}$ acceptors completes the comparison:

| | intrinsic | donors | acceptors |
|---|---|---|---|
| $C_V$ ($10^{11}\ \mathrm{cm^{-3}}$) | 6.87 | 66.5 | 8.37 |
| $C_I$ ($10^{11}\ \mathrm{cm^{-3}}$) | 3.69 | 3.00 | 26.9 |
| $P/P_i$ | 1 | 7.9 | 8.9 |

With donors the interstitials do decrease, but by 19%, while the vacancies increase almost tenfold. The hoped-for cancellation is far too weak. With acceptors both totals increase. Meanwhile the $I^+V^-$ product is $K_0\exp[(0.40-0.45)/0.1097]=4.33\times10^{22}\ \mathrm{cm^{-6}}$ in all three columns.

The slope formula explains the trend. In the donor-doped material the mean charges are $-1.44$ for $V$ and $-0.35$ for $I$, so $P$ grows locally as $n^{1.79}$. In the acceptor-doped material they are $+0.47$ and $+0.94$, so $P$ grows as $p^{1.40}$. In intrinsic material they are $-0.34$ and $+0.50$, which partly cancel. The minimum lies close by, at $E_F-E_i=0.026$ eV, and is 2% below $P_i$. Doping well below $n_i$ thus hardly changes $P$ in this model (about 1% at $10^{18}\ \mathrm{cm^{-3}}$), and there the belief does little harm; $10^{19}\ \mathrm{cm^{-3}}$ acceptors already raise $P$ by 24%.

In the opposite limit, the most highly charged states dominate the sums. On the donor side these are $V^{2-}$ and $I^-$, and $P$ becomes proportional to $n^3$; on the acceptor side they are $V^+$ and $I^+$, and $P$ becomes proportional to $p^2$. These powers are formal limits for non-degenerate carriers, and with these levels they are not reached: even with $E_F$ at the band edge, $|d\ln P/dy|$ is only 2.4 on the donor side and 1.7 on the acceptor side. Beyond the edge the carriers are degenerate, the carrier density is no longer exponential in $E_F$, and the slope in $y$ no longer gives the power of $n$ or $p$.

## A crystal without a surface

If no surface, dislocation or defect cluster supplies or removes defects, $C_V-C_I$ is conserved. Suppose it is zero. Then $C_{V^0}S_V=C_{I^0}S_I$, and with $C_{I^0}=K_0/C_{V^0}$,

$$C_{V^0}=\sqrt{K_0\,\frac{S_I}{S_V}},\qquad C_{I^0}=\sqrt{K_0\,\frac{S_V}{S_I}} .$$

Each neutral concentration now depends on doping, but their product does not.

A model crystal shows this without assuming mass action. Use units with $kT=1$ and $n_i=1$, and let the free energies at the intrinsic Fermi level, with $\ln N_s$ already subtracted, be 2.0, 1.0, 1.2, 2.5 for $V^+,V^0,V^-,V^{2-}$ and 0.8, 1.2, 2.4 for $I^+,I^0,I^-$. The defects are then comparable in number to the carriers and take part in charge neutrality. Direct numerical minimisation of the total free energy, at fixed charge and with $C_V=C_I$, gives for net doping $-5$, $0$ and $+5$:

- neutral vacancies: 0.528, 0.356, 0.206;
- neutral interstitials: 0.210, 0.311, 0.538;
- neutral product: 0.1108 in all three cases, equal to $e^{-2.2}$;
- total product: 1.84, 0.75, 1.75.

## The recombination term

The same distinction decides which driving force belongs in a rate equation. Let $I^a$ and $V^b$ annihilate with coefficient $k_{ab}$. Detailed balance fixes the reverse rate so that this channel stops in equilibrium, where its concentration product is $K_0w_a^Iw_b^V$. The net rate is

$$R=\sum_{a,b}k_{ab}\left(C_{I^a}C_{V^b}-K_0w_a^Iw_b^V\right).$$

Suppose that charge exchange with the bands is much faster than annihilation, and that electrons and holes share one Fermi level. Then $C_{I^a}=C_{I^0}w_a^I$ and $C_{V^b}=C_{V^0}w_b^V$ even when the defects are out of equilibrium with the lattice. The weights factor out:

$$R=k_{\rm eff}\left(C_{I^0}C_{V^0}-K_0\right),\qquad k_{\rm eff}=\sum_{a,b}k_{ab}w_a^Iw_b^V .$$

Since $C_{I^0}C_{V^0}=C_IC_V/(S_IS_V)$, this can also be written in terms of the totals:

$$R=\frac{k_{\rm eff}}{S_IS_V}\left[C_IC_V-P(E_F)\right].$$

Both forms are correct. The error is to put $P_i$ in place of $P(E_F)$. In the donor-doped example at true equilibrium, the bracket becomes $P-P_i=(1-1/7.9)P=0.87P$. The model then predicts net annihilation at 87% of the full forward rate where the real net rate is zero. With no surface to resupply defects, it settles at a total product 7.9 times too small.

## How far to trust the factor of eight

The regime is that of dopant anneals in silicon: $n_i$ near 1000 °C is of order $10^{19}\ \mathrm{cm^{-3}}$, and $10^{20}\ \mathrm{cm^{-3}}$ is a realistic density for a heavily doped layer. The defect levels at that temperature are much less certain. Moving each of the five levels by 0.1 eV up or down, at fixed carrier densities, gives 32 combinations. They spread $P/P_i$ from 1.4 to 45 for donors and from 2.5 to 24 for acceptors. The factor of eight is thus an illustration of size, not a property of silicon. The model also leaves out doubly positive defects, which would steepen the rise on the acceptor side wherever they are populated.

The carrier model matters too. At $10^{20}\ \mathrm{cm^{-3}}$ the Fermi level lies only about $kT$ from the majority band edge, so Boltzmann statistics are marginal, and the local powers 1.79 and 1.40 become about 2.1 and 1.65 once degeneracy is included. Fermi–Dirac statistics raise the ratios from 7.9 and 8.9 to 9.9 and 10.8. Heavy doping also narrows the gap. If the majority band edge moves 0.05 eV into the gap while the defect levels stay fixed, the Boltzmann ratios drop to 3.8 and 4.9. The 0.05 eV is an assumed size; a shift of 0.10 eV would give 2.1 and 2.9. Neither correction touches $K_0$, since the neutral reaction contains no $E_F$. In degenerate material the law $np=n_i^2$ fails while the neutral-defect law survives.

Heavy donor doping can also break the assumption that vacancies stay isolated. A donor can bind a vacancy on any of $z=4$ neighbouring sites. For dilute pairs with binding energy $E_b$, the neutral pairs formed from $D^+$ and $V^-$ number

$$\frac{C_{DV}}{C_{V^-}}=z\,\frac{D}{N_s}\,e^{E_b/kT}.$$

With a rough $E_b=1.0$ eV this is 73. Because $V^-$ makes up $7.06/16.1$ of the isolated vacancies, the pairs outnumber all isolated vacancies by about 32 to 1. A "total" that includes them depends on doping still more strongly, through $D$ as well as $E_F$.

The neutral product has limits of its own. It changes if doping alters $G_{I^0}+G_{V^0}$, for instance through stress. In a coherent film, take a dopant-induced strain of $5\times10^{-4}$ and a biaxial modulus of 180 GPa. The in-plane stress is their product, 90 MPa, and the stress normal to the film is zero, so the mean stress is two thirds of this, about 60 MPa. Let the defect pair have a net formation volume of 0.02 nm³, about one atomic volume. The energy shift then changes $K_0$ by about 7%. The law also presupposes that pair creation and annihilation have had time to balance. Just after ion implantation they have not, and the departure of $C_{I^0}C_{V^0}$ from $K_0$ is then a real supersaturation. The remaining intermediate values are in the numerical output.

## Calculated quantities

```
T = 1273.15 K, kT = 0.1097 eV, gap = 0.78 eV
band masses: electron 1.2, hole 1.1 (electron masses)
Nc = 2.884e+20, Nv = 2.531e+20 cm^-3
n_i = 7.724e+18 cm^-3, E_i = 0.3828 eV above valence edge
V levels +/0, 0/-, -/2-: 0.1, 0.45, 0.65 eV
I levels +/0, 0/-: 0.4, 0.7 eV
site density = 5.0e+22 cm^-3
neutral free energies: V 2.8 eV, I 2.9 eV
neutral V = 4.122e+11, neutral I = 1.657e+11 cm^-3
neutral product K0 = 6.830e+22 cm^-6
[intrinsic] net doping = 0.0e+00 cm^-3
  n = 7.724e+18, p = 7.724e+18 cm^-3, n/n_i = 1.0000
  E_F - E_i = 0.0000 eV, S_V = 1.666, S_I = 2.225
  mean charge: V -0.337, I 0.501 e
  total V = 6.866e+11, total I = 3.686e+11 cm^-3
  total product = 2.531e+23 cm^-6
  total product / intrinsic = 1.000
  I+ V- product = 4.330e+22 cm^-6
[donors] net doping = 1.0e+20 cm^-3
  n = 1.006e+20, p = 5.930e+17 cm^-3, n/n_i = 13.0241
  E_F - E_i = 0.2816 eV, S_V = 16.123, S_I = 1.813
  mean charge: V -1.437, I -0.349 e
  total V = 6.646e+12, total I = 3.004e+11 cm^-3
  total product = 1.996e+24 cm^-6
  total product / intrinsic = 7.888
  I+ V- product = 4.330e+22 cm^-6
  defect charge / dopant charge = 9.7e-08
[acceptors] net doping = -1.0e+20 cm^-3
  n = 5.930e+17, p = 1.006e+20 cm^-3, n/n_i = 0.0768
  E_F - E_i = -0.2816 eV, S_V = 2.031, S_I = 16.233
  mean charge: V 0.466, I 0.938 e
  total V = 8.371e+11, total I = 2.690e+12 cm^-3
  total product = 2.252e+24 cm^-6
  total product / intrinsic = 8.896
  I+ V- product = 4.330e+22 cm^-6
  defect charge / dopant charge = 2.9e-08
minimum of total product: E_F - E_i = 0.0260 eV
minimum / intrinsic = 0.9806
assumed shift of majority band edge = 0.05 eV
donors: ratio with Fermi-Dirac = 9.858
donors: ratio with band-edge shift = 3.767
donors: ratio, levels +/-0.1 eV = 1.40 to 45.13
acceptors: ratio with Fermi-Dirac = 10.846
acceptors: ratio with band-edge shift = 4.872
acceptors: ratio, levels +/-0.1 eV = 2.49 to 24.32
assumed donor-vacancy binding = 1.0 eV, 4 sites
neutral donor-vacancy pairs / isolated V- = 72.7
coherent film: strain 5.0e-04, mean stress 60 MPa
K0 change for 0.02 nm^3 volume = 7.1 percent
closed model crystal, reduced units (n_i = 1, total V = total I):
  doping -5: V0 0.5277, I0 0.2100, V0*I0 0.1108, total 1.8399
  doping +0: V0 0.3562, I0 0.3111, V0*I0 0.1108, total 0.7452
  doping +5: V0 0.2058, I0 0.5384, V0*I0 0.1108, total 1.7541
```
